**Inelastic mean free paths in an electron gas and two gapped model resists**

The program computes the inverse mean free path $1/\lambda=(2/\pi k^2)\int d\omega\int dq\,L(q,\omega)/q$, where $k$ is the electron's wave number, $q$ and $\omega$ are the momentum and energy transfers, and $L=\mathrm{Im}[-1/\varepsilon]$ is the loss function. Energies $E$ are counted from the lowest empty level, and all three media have a plasma energy of 18 eV. It asserts the sum rules, the inverse-square law of the electron gas at low energy, the onset law just above a gap, the logarithmic slope at high energy and the pair-creation threshold found by minimization. The polar-vibration formulas are compared with direct angular integrals and with a damped-oscillator dielectric function. The output shows that the electronic mean free paths of the resists with 8 eV and 4 eV gaps differ by a factor of 5.3 at 10 eV, but by about 2% at 1000 eV. At 3 eV neither resist has an electronic loss channel in the model, and vibrations set mean free paths of 3.0 and 8.8 nm. The low-energy values are Born-approximation model results and leave out excitons, nonpolar vibrations, trapping, attachment and elastic scattering.

## Verification by program

```python
"""
Result under test: below about 20 eV the inelastic mean free path (mfp) of an
electron is not universal. A metal has electronic losses down to zero energy,
with mfp ~ 1/E^2; a gapped resist has none below its gap, where vibrations
take over. At high energy media of like electron density become similar.

Symbols (Hartree atomic units inside the program):
  E      electron energy above the lowest empty level (band edge or Fermi level)
  k      electron wave number;  q, w  momentum and energy transfer
  loss   Im[-1/eps(q,w)];  inverse mfp = 2/(pi k^2) int dw int dq/q loss
  WP     plasma energy of the valence electrons, common to all three media
  W0, G  centre and width of the resist loss peak;  gap  band gap
  delta  1/eps_inf - 1/eps_0, strength of a polar vibration of energy wv
Model: Born approximation, no exchange, free-electron dispersion.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad, dblquad, trapezoid
from scipy.optimize import brentq, minimize

EV = 1.0 / pc['Hartree energy in eV'][0]
NM = pc['Bohr radius'][0] * 1e9
KT = pc['Boltzmann constant in eV/K'][0] * 300.0 * EV
PI = np.pi
WP, W0, G = 18 * EV, 22 * EV, 12 * EV
KF = (3 * PI**2 * WP**2 / (4 * PI))**(1 / 3)
X, WT = np.polynomial.legendre.leggauss(400)
XS, WS = np.polynomial.legendre.leggauss(40)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def moments(k, q_lo, q_hi, w_lo, w_hi, loss):
    """Inverse mfp and energy loss per length, by Gauss quadrature."""
    half = 0.5 * np.log(q_hi / q_lo)
    q = q_lo * np.exp(half * (X + 1))
    lo = w_lo(q)
    width = np.maximum(w_hi(q) - lo, 0.0)
    w = lo[:, None] + 0.5 * width[:, None] * (X + 1)
    val = loss(q[:, None], w)
    pref = 2 / (PI * k**2) * half
    rate = pref * np.sum(WT * 0.5 * width * (val @ WT))
    stop = pref * np.sum(WT * 0.5 * width * ((val * w) @ WT))
    return rate, stop


# ---------- electron gas: Lindhard dielectric function ----------
def lindhard(q, w):
    up = w / (q * KF) + q / (2 * KF)
    um = w / (q * KF) - q / (2 * KF)

    def psi(z):
        ratio = (np.abs(z + 1) + 1e-300) / (np.abs(z - 1) + 1e-300)
        return z / 2 + (1 - z * z) / 4 * np.log(ratio)
    real = 1 - 4 * KF**2 / (PI * q**3) * (psi(um) - psi(up))
    imag = KF**2 * (np.maximum(1 - um**2, 0) - np.maximum(1 - up**2, 0)) / q**3
    return real, imag


def gas_loss(q, w):
    real, imag = lindhard(q, w)
    return imag / (real**2 + imag**2)


def pair_edge(q):
    return q * KF + q**2 / 2


def plasmon(q):
    """Energy and weight of the plasmon line in the loss function."""
    edge = pair_edge(q)
    wq = brentq(lambda w: lindhard(q, w)[0], edge, 3 * WP, xtol=1e-14)
    h = 1e-3 * (wq - edge)
    slope = (lindhard(q, wq + h)[0] - lindhard(q, wq - h)[0]) / (2 * h)
    return wq, PI / abs(slope)


Q_CUT = brentq(lambda q: lindhard(q, pair_edge(q))[0], 0.1, 2.0)
Q_TAB = np.geomspace(0.01, 0.999 * Q_CUT, 200)
PL_TAB = np.array([plasmon(q) for q in Q_TAB])
Q_FINE = np.geomspace(Q_TAB[0], Q_TAB[-1], 20000)
PL_W = np.interp(Q_FINE, Q_TAB, PL_TAB[:, 0])
PL_S = np.interp(Q_FINE, Q_TAB, PL_TAB[:, 1])


def gas(E):
    k = np.sqrt(KF**2 + 2 * E)
    rate, stop = moments(
        k, 1e-3, k + KF,
        lambda q: np.maximum(0, q**2 / 2 - q * KF),
        lambda q: np.minimum(np.minimum(E, k * q - q**2 / 2), pair_edge(q)),
        gas_loss)
    allowed = (PL_W <= E) & (PL_W <= k * Q_FINE - Q_FINE**2 / 2)
    line = 2 / (PI * k**2) * PL_S * allowed
    rate += trapezoid(line, np.log(Q_FINE))
    stop += trapezoid(line * PL_W, np.log(Q_FINE))
    return rate, stop


# ---------- gapped resist ----------
def resist_loss(q, w, gap):
    """Oscillator cut off below the gap; amplitude set by the f-sum rule."""
    centre = W0 + np.asarray(q, float)**2 / 2
    x = 0.5 * gap * (XS + 1)
    cut = G * x**2 / ((centre[..., None]**2 - x**2)**2 + (G * x)**2)
    amp = PI * WP**2 / 2 / (PI / 2 - 0.5 * gap * (cut @ WS))
    return amp * G * w / ((centre**2 - w**2)**2 + (G * w)**2)


def resist(E, gap):
    if E <= gap:
        return 0.0, 0.0
    k, kp = np.sqrt(2 * E), np.sqrt(2 * (E - gap))
    return moments(k, k - kp, k + kp, lambda q: gap + 0 * q,
                   lambda q: k * q - q**2 / 2,
                   lambda q, w: resist_loss(q, w, gap))


def inverse_eps_inf(gap):
    val = quad(lambda w: resist_loss(0.0, w, gap) / w, gap, np.inf)[0]
    return 1 - 2 / PI * val


# ---------- polar vibration ----------
def vibration(E, wv, delta):
    """Inverse mfp for emission and for absorption at 300 K."""
    n = 1 / np.expm1(wv / KT)
    k, ka = np.sqrt(2 * E), np.sqrt(2 * (E + wv))
    absorb = n * delta * wv / (2 * E) * np.log((ka + k) / (ka - k))
    if E <= wv:
        return 0.0, absorb
    ke = np.sqrt(2 * (E - wv))
    emit = (n + 1) * delta * wv / (2 * E) * np.log((k + ke) / (k - ke))
    return emit, absorb


def vib_stop(E, wv, delta):
    emit, absorb = vibration(E, wv, delta)
    return wv * (emit - absorb)


RESISTS = {}
for name, gap_ev, wv_ev, polar in (('N', 4, 0.08, 5.0), ('W', 8, 0.10, 0.5)):
    inv = inverse_eps_inf(gap_ev * EV)
    assert 0 < inv < 1
    eps_inf = 1 / inv
    RESISTS[name] = dict(gap=gap_ev * EV, wv=wv_ev * EV, eps_inf=eps_inf,
                         eps_0=eps_inf + polar,
                         delta=inv - 1 / (eps_inf + polar))

# ---------- tests: electron gas ----------
for q in (0.3, 0.5):
    pair = quad(lambda w: w * gas_loss(q, w), 0, pair_edge(q), limit=200)[0]
    wq, weight = plasmon(q)
    assert close(pair + wq * weight, PI * WP**2 / 2, 2e-3), 'gas f-sum'
    kk = quad(lambda w: lindhard(q, w)[1] / w, 1e-10, pair_edge(q),
              points=[q * KF - q**2 / 2], limit=200)[0]
    assert close(1 + 2 / PI * kk, lindhard(q, 0.0)[0], 1e-4), 'gas dispersion'
static = quad(lambda q: 1 / (q**4 * lindhard(q, 0.0)[0]**2),
              1e-4, 2 * KF, limit=200)[0]


def gas_law(E):
    return 2 * E**2 / (PI * KF**2) * static


assert close(gas(0.05 * EV)[0], gas_law(0.05 * EV), 0.02), 'inverse-square law'

# ---------- tests: resist ----------
assert close(1 - 2 / PI * quad(lambda w: resist_loss(0.0, w, 1e-9) / w,
                               1e-9, np.inf)[0],
             1 - WP**2 / W0**2, 1e-4), 'static screening'
for r in RESISTS.values():
    gap = r['gap']
    for q in (0.0, 1.0):
        total = quad(lambda w: w * resist_loss(q, w, gap), gap, np.inf,
                     limit=200)[0]
        assert close(total, PI * WP**2 / 2, 1e-4), 'resist f-sum'
    # same integral with the order of integration exchanged
    E = 20 * EV
    k = np.sqrt(2 * E)
    other = dblquad(lambda q, w: resist_loss(q, w, gap) / q, gap, E,
                    lambda w: k - np.sqrt(max(k * k - 2 * w, 0)),
                    lambda w: k + np.sqrt(max(k * k - 2 * w, 0)),
                    epsabs=1e-8, epsrel=1e-5)[0] * 2 / (PI * k**2)
    assert close(resist(E, gap)[0], other, 1e-3), 'integration order'
    # onset just above the gap
    E = gap + 0.01 * EV
    onset = (4 / (3 * PI) * resist_loss(np.sqrt(2 * E), gap, gap)
             * ((E - gap) / E)**1.5)
    assert close(resist(E, gap)[0], onset, 0.02), 'onset law'
    # logarithmic slope at high energy (nonrelativistic formula)
    E1, E2 = 4000 * EV, 16000 * EV
    slope = 2 * PI * (E2 * resist(E2, gap)[0]
                      - E1 * resist(E1, gap)[0]) / np.log(E2 / E1)
    r['S'] = quad(lambda w: resist_loss(0.0, w, gap), gap, np.inf)[0]
    assert close(slope, r['S'], 0.02), 'high-energy slope'


# ---------- test: pair-creation threshold by minimization ----------
def threshold(gap, mh):
    def surplus(k):
        def final(p):
            return (p[0]**2 + p[1]**2) / 2 + (k - p[0] - p[1])**2 / (2 * mh)
        return k**2 / 2 - gap - minimize(final, [0.3 * k, 0.2 * k]).fun
    k = brentq(surplus, np.sqrt(1.8 * gap), np.sqrt(4.4 * gap))
    return k**2 / 2


th_light = threshold(8 * EV, 1.0)
th_heavy = threshold(8 * EV, 1000.0)
for mh, value in ((1.0, th_light), (4.0, threshold(8 * EV, 4.0)),
                  (1000.0, th_heavy)):
    assert close(value, 8 * EV * (2 + mh) / (1 + mh), 1e-4), 'threshold'

# ---------- tests: vibrations ----------
for r in RESISTS.values():
    wv, delta = r['wv'], r['delta']
    n = 1 / np.expm1(wv / KT)
    E = 0.5 * EV
    k = np.sqrt(2 * E)
    for sign, occ, formula in ((-1, n + 1, vibration(E, wv, delta)[0]),
                               (1, n, vibration(E, wv, delta)[1])):
        kp = np.sqrt(2 * (E + sign * wv))
        angle = quad(lambda mu: 2 * PI * wv * delta
                     / (k * k + kp * kp - 2 * k * kp * mu), -1, 1)[0]
        golden = occ * kp / (4 * PI**2) * 2 * PI * angle / k
        assert close(formula, golden, 1e-6), 'angular golden rule'
    # damped lattice oscillator put into the dielectric formula
    w = np.linspace(0.5 * wv, 1.5 * wv, 200001)
    wt2 = wv**2 * r['eps_inf'] / r['eps_0']
    eps = r['eps_inf'] + ((r['eps_0'] - r['eps_inf']) * wt2
                          / (wt2 - w**2 - 1j * 0.002 * wv * w))
    kp = np.sqrt(k * k - 2 * w)
    direct = trapezoid(np.imag(-1 / eps) * np.log((k + kp) / (k - kp)),
                       w) * 2 / (PI * k**2)
    assert close(direct, vibration(E, wv, delta)[0] / (n + 1), 0.01), 'polar'
    E = 3 * EV
    approx = delta * wv**2 * np.log(4 * E / wv) / (2 * E)
    assert close(vib_stop(E, wv, delta), approx, 0.02), 'vibrational stopping'

# ---------- worked example ----------
ENERGIES = (3, 6, 10, 15, 20, 50, 200, 1000)
table = {}
for e in ENERGIES:
    table[e] = {'gas': gas(e * EV)}
    for name, r in RESISTS.items():
        table[e][name] = resist(e * EV, r['gap'])


def length(rate):
    return f'{NM / rate:9.3g}' if rate > 0 else '     none'


def ratio(e, a, b):
    return table[e][b][0] / table[e][a][0]


def spread(e):
    rates = [table[e][m][0] for m in ('gas', 'N', 'W')]
    return max(rates) / min(rates)


assert ratio(10, 'W', 'N') > 2 and ratio(1000, 'W', 'N') < 1.1
assert spread(1000) < 2 and spread(10) > 3 * spread(1000)

print(f'common plasma energy: {WP / EV:.1f} eV')
print(f'resist loss peak: centre {W0 / EV:.1f} eV, width {G / EV:.1f} eV')
print(f'electron gas Fermi energy: {KF**2 / 2 / EV:.2f} eV')
print(f'temperature energy kT: {KT / EV:.4f} eV')
for name, r in RESISTS.items():
    print(f"resist {name}: gap {r['gap'] / EV:.1f} eV, "
          f"vibration {r['wv'] / EV:.2f} eV")
    print(f"  eps_inf {r['eps_inf']:.3f}, eps_0 {r['eps_0']:.3f}, "
          f"delta {r['delta']:.4f} (no unit)")
    print(f"  mean loss energy {PI * WP**2 / 2 / r['S'] / EV:.2f} eV")
print(f'pair threshold, gap 8 eV, hole mass 1: {th_light / EV:.2f} eV')
print(f'pair threshold, gap 8 eV, hole mass 1000: {th_heavy / EV:.2f} eV')
print('electronic mfp in nm')
print('  E/eV      gas        N        W')
for e in ENERGIES:
    print(f'{e:6d}' + ''.join(length(table[e][m][0])
                              for m in ('gas', 'N', 'W')))
for e in (3, 10):
    print(f'gas inverse-square law at {e} eV: {NM / gas_law(e * EV):.3g} nm')
print('vibrational mfp, then total mfp, in nm')
print('  E/eV    N vib    W vib    N tot    W tot')
for e in ENERGIES[:5]:
    vib = {m: sum(vibration(e * EV, r['wv'], r['delta']))
           for m, r in RESISTS.items()}
    print(f'{e:6d}' + ''.join(length(vib[m]) for m in 'NW')
          + ''.join(length(vib[m] + table[e][m][0]) for m in 'NW'))
print('energy loss per path length in eV/nm, all channels')
print('  E/eV      gas        N        W')
for e in ENERGIES[:5]:
    vals = [table[e]['gas'][1]]
    vals += [table[e][m][1] + vib_stop(e * EV, r['wv'], r['delta'])
             for m, r in RESISTS.items()]
    print(f'{e:6d}' + ''.join(f'{v / EV / NM:9.3g}' for v in vals))
for e in (10, 20, 1000):
    print(f"electronic mfp ratio W/N at {e} eV: {ratio(e, 'W', 'N'):.3f}")
for e in (10, 20, 1000):
    print(f'largest/smallest electronic mfp at {e} eV: {spread(e):.2f}')
for name, r in RESISTS.items():
    path = quad(lambda E: 1 / vib_stop(E, r['wv'], r['delta']),
                1 * EV, 3 * EV)[0]
    print(f'path to cool from 3 to 1 eV, resist {name}: {path * NM:.1f} nm')
print('no test failed')
```

It prints:

```
common plasma energy: 18.0 eV
resist loss peak: centre 22.0 eV, width 12.0 eV
electron gas Fermi energy: 13.89 eV
temperature energy kT: 0.0259 eV
resist N: gap 4.0 eV, vibration 0.08 eV
  eps_inf 2.680, eps_0 7.680, delta 0.2430 (no unit)
  mean loss energy 25.84 eV
resist W: gap 8.0 eV, vibration 0.10 eV
  eps_inf 2.390, eps_0 2.890, delta 0.0724 (no unit)
  mean loss energy 26.31 eV
pair threshold, gap 8 eV, hole mass 1: 12.00 eV
pair threshold, gap 8 eV, hole mass 1000: 8.01 eV
electronic mfp in nm
  E/eV      gas        N        W
     3     17.8     none     none
     6     5.81     15.9     none
    10      2.8     5.43     28.6
    15     1.62     3.36     6.51
    20     1.11     2.52     3.74
    50    0.336    0.755    0.801
   200    0.633    0.967    0.993
  1000      2.1     3.19     3.26
gas inverse-square law at 3 eV: 13 nm
gas inverse-square law at 10 eV: 1.17 nm
vibrational mfp, then total mfp, in nm
  E/eV    N vib    W vib    N tot    W tot
     3     2.98     8.82     2.98     8.82
     6     5.24     15.4     3.94     15.4
    10     8.01     23.4     3.24     12.9
    15     11.3     32.9     2.59     5.43
    20     14.4       42     2.14     3.43
energy loss per path length in eV/nm, all channels
  E/eV      gas        N        W
     3    0.111   0.0245   0.0109
     6     0.67    0.317  0.00624
    10     2.29     1.19    0.312
    15        6     2.51     1.64
    20     11.7     4.14     3.35
electronic mfp ratio W/N at 10 eV: 5.258
electronic mfp ratio W/N at 20 eV: 1.484
electronic mfp ratio W/N at 1000 eV: 1.023
largest/smallest electronic mfp at 10 eV: 10.19
largest/smallest electronic mfp at 20 eV: 3.37
largest/smallest electronic mfp at 1000 eV: 1.55
path to cool from 3 to 1 eV, resist N: 59.1 nm
path to cool from 3 to 1 eV, resist W: 133.6 nm
no test failed
```
